Recursive hybrid tetrahedron method for zone integrals: weights, cost and errors, part 1

(Sections cited here and not found follow in the second part.)

Take the simple cubic band ε = −2t(cos k_x a + cos k_y a + cos k_z a) with t = 1 eV, known only on a 16×16×16 grid, and ask for its filling at μ = −3 eV. The exact value is 0.1169995 states per cell and spin. The linear tetrahedron method misses it by −2.87×10⁻³. From the same 4096 energies, the recursive hybrid scheme brings the error to −8.0×10⁻⁴, −2.9×10⁻⁴, −1.7×10⁻⁴ and −1.35×10⁻⁴ as its depth goes from 2 to 5. The first gains are large and the last are small, although each level costs four times the one before. Over the same sequence some grid points acquire a weight of −1.59 times the uniform weight, and the density of states at μ gets worse: its error relative to the exact value grows from under 0.1% to 0.3%. The stall and the negative weights follow from the construction. The loss in the density of states is not general: it depends on where the extremal point of the Fermi surface falls on the grid, and it is traced in the worked example.

## Conventions

For one band ε(k) and one function F(k), both smooth and periodic, the targets are

I[F] = ⟨F θ(μ − ε)⟩,  D[F] = ⟨F δ(μ − ε)⟩ = dI[F]/dμ

where ⟨…⟩ is the average over the zone. A state with ε = μ counts as empty. Both functions are known on an N³ grid of spacing h with N even. For a non-cubic lattice k stands for reduced coordinates; the scheme uses only barycentric coordinates and volume ratios, which an affine map leaves unchanged. The output is a pair of weight sets that depend on ε and μ but not on F, with I ≈ Σ_k w_k F_k and D ≈ Σ_k w′_k F_k. Errors are quoted at fixed μ unless stated otherwise.

## The mesh and the quadratic interpolant

Group the grid cells into blocks of 2×2×2. In a block use coordinates u in [0,1]³. Each of the six orderings u_a ≥ u_b ≥ u_c of the three coordinates defines a tetrahedron, and every point of the block obeys at least one ordering, so these six Kuhn tetrahedra tile the block. They are related by permutations of axes, so they have equal volume. The vertices of the one labelled (a,b,c) lie on a path of three steps along the axes, P0 = 0, P1 = e_a, P2 = e_a + e_b, P3 = (1,1,1), and the barycentric coordinates are

λ0 = 1 − u_a,  λ1 = u_a − u_b,  λ2 = u_b − u_c,  λ3 = u_c

These sum to 1, and Σλ_i P_i has a-component λ1+λ2+λ3 = u_a, b-component λ2+λ3 = u_b and c-component u_c, as required. In grid units the vertices have even coordinates, so the six edge midpoints P_ij have integer coordinates and are grid points. Each tetrahedron thus owns ten nodes with known data, ordered 0, 1, 2, 3, 01, 02, 03, 12, 13, 23.

The ten functions

φ_i = λ_i(2λ_i − 1),  φ_ij = 4λ_iλ_j

are quadratic in k. At vertex i, λ_i = 1 and the others vanish, so φ_i = 1 and all else is zero. At midpoint ij, λ_i = λ_j = ½, so φ_ij = 1 while φ_i = φ_j = ½·0 = 0. Each function is 1 on its own node and 0 on the others, so they are linearly independent. The quadratics in three variables form a space of dimension 1 + 3 + 6 = 10, so the φ are a basis of it, and

q(k) = Σ_i q_i φ_i + Σ_{i<j} q_ij φ_ij

is the only quadratic with node values q_i, q_ij. Two consequences are used below. A function that is already quadratic is reproduced exactly. And on the face λ3 = 0 the functions φ_3, φ_03, φ_13, φ_23 vanish, so q there depends only on the six nodes of the face. Neighbouring tetrahedra share those nodes, since every block is cut the same way, so the interpolants ε̃ and F̃ are continuous through the zone. Their gradients jump across faces.

## Subdivision

Let a, b, c now denote half of the parent's three steps. Then P01 = a, P1 = 2a, P02 = a+b, P12 = 2a+b, P2 = 2a+2b, P03 = a+b+c, P13 = 2a+b+c, P23 = 2a+2b+c, P3 = 2a+2b+2c. The eight children, with the steps found by subtracting consecutive vertices, are

1: (0, 01, 02, 03), steps a b c
2: (01, 1, 12, 13), steps a b c
3: (02, 12, 2, 23), steps a b c
4: (03, 13, 23, 3), steps a b c
5: (01, 02, 03, 13), steps b c a
6: (01, 02, 12, 13), steps b a c
7: (02, 03, 13, 23), steps c a b
8: (02, 12, 13, 23), steps a c b

Children 1 to 4 are the corners; 5 to 8 cut the inner octahedron along the diagonal from P02 to P13. Every child is a path of three different steps, hence a Kuhn tetrahedron of the mesh with half the spacing, with 1/8 of the parent's volume. The children lie in the parent because their vertices do and the parent is convex, and they do not overlap because distinct tetrahedra of one Kuhn mesh do not. Eight non-overlapping eighths fill the parent. The children come out path-ordered, so the same table applies to them. The vertex order matters: the table cuts along the diagonal that joins the midpoint of the first and third vertices to the midpoint of the second and fourth. An order that changes this pairing selects another octahedron diagonal at the next level, and the descendants are then no longer tetrahedra of one Kuhn mesh.

After n subdivisions the descendants, called leaves, form the Kuhn mesh of spacing

h_n = 2h/2ⁿ

At n = 1 the leaf vertices are grid points and the scheme is the ordinary linear method.

Each child c has ten nodes with fixed barycentric coordinates in the parent. Evaluating the parent's φ there gives a constant 10×10 matrix,

(Q_c)_αβ = φ_β(node α of child c),  q_child = Q_c q_parent

The child nodes have λ equal to multiples of ¼. There are 35 such points, of which ten are the parent's nodes. The other 25 are of three kinds. For λ = (¾, ¼, 0, 0), φ_0 = ¾·½ = 3/8, φ_1 = ¼·(−½) = −1/8 and φ_01 = 4·¾·¼ = 6/8; there are 12 such points. For λ = (½, ¼, ¼, 0), φ_0 = 0, φ_1 = φ_2 = −1/8, φ_01 = φ_02 = 4/8 and φ_12 = 2/8; again 12 points. For the centroid, each φ_i = −1/8 and each φ_ij = 2/8. Each row sums to 1, because the constant function is reproduced.

The parent's q restricted to a child is a quadratic, so the child's own interpolant through Q_c q is that same polynomial. By induction, every level samples the quadratic of the top-level tetrahedron. No new interpolation error enters with depth, and no new information either.

## Linear weights on a leaf

On a leaf, ε and F are replaced by linear functions through the four vertex values. Sort the corners so that e1 ≤ e2 ≤ e3 ≤ e4 and let λ_i be the leaf's barycentric coordinates. Since F = Σ F_i λ_i, the weights, as fractions of the leaf volume, are the averages of θλ_i and δλ_i over the leaf. Three geometric facts give them.

First, a sub-tetrahedron whose vertices have barycentric rows y1…y4 occupies the volume fraction |det(y1…y4)|. Second, the mean of a linear function over a simplex is the mean of its vertex values. Third, ∫δ(μ−ε)F dV = ∫F dS/|∇ε| over the plane ε = μ, and a cone with apex at corner v and a base triangle of area A in that plane has height |μ − e_v|/|∇ε|; from V = A·height/3,

A/|∇ε| = 3V/|μ − e_v|

For corner i below μ and corner j not below, the plane cuts edge ij at the fraction r_ij = (μ − e_i)/(e_j − e_i), which lies in (0,1], at the point p_ij = (1 − r_ij)v_i + r_ij v_j. Here v_i is the unit four-vector of corner i, and the weights are written as four-vectors.

One corner below. The occupied region is the tetrahedron (v1, p12, p13, p14). Its determinant is triangular, with value V = r12 r13 r14. Using r14/(μ − e1) = 1/(e4 − e1),

w = V (v1 + p12 + p13 + p14)/4
w′ = [r12 r13/(e4 − e1)] (p12 + p13 + p14)

where the factor 3 of the cone cancelled the 1/3 of the triangle mean.

Three corners below. The empty region is the tetrahedron (v4, p14, p24, p34) with V = (1−r14)(1−r24)(1−r34). Subtract it from the full weights, ¼ each, and use (1 − r14)/(e4 − μ) = 1/(e4 − e1):

w = (¼, ¼, ¼, ¼) − V (v4 + p14 + p24 + p34)/4
w′ = [(1−r24)(1−r34)/(e4 − e1)] (p14 + p24 + p34)

Two corners below. The region is convex with vertices v1, v2, p13, p14, p23, p24. A convex body is the union of cones from one vertex over the faces that do not contain it. From v2 those faces are the triangle (v1, p13, p14) and the quadrilateral in the level plane, which the diagonal p14–p23 splits into two triangles. Expanding each determinant along the row v2 leaves a 3×3 determinant in the components (1,3,4). For (v1, p13, p14) the rows (1,0,0), (1−r13, r13, 0), (1−r14, 0, r14) give V_A = r13 r14. For (p13, p14, p23) the row p23 = (0, r23, 0) leaves the minor (1−r13) r14, so V_B = r23(1−r13) r14. For (p14, p23, p24) the matrix is triangular and V_C = (1−r14) r23 r24. Then

w = [V_A(v1+v2+p13+p14) + V_B(v2+p13+p14+p23) + V_C(v2+p14+p23+p24)]/4

Cones B and C have their bases in the level plane, so w′ contains V_B/(μ − e2) and V_C/(μ − e2). The first is rewritten through r23(1−r13)/(μ−e2) = (e3−μ)/[(e3−e2)(e3−e1)] = (1−r23)/(e3−e1), the second through r24/(μ−e2) = 1/(e4−e2):

w′ = [(1−r23) r14/(e3−e1)] (p13+p14+p23) + [(1−r14) r23/(e4−e2)] (p14+p23+p24)

Every denominator is a difference between a corner not below μ and a corner strictly below it, so none is zero, whatever degeneracies occur. Both prefactors are at most 1/(e4−e1), because r14 ≤ (e3−e1)/(e4−e1) and 1−r14 ≤ (e4−e2)/(e4−e1).

An independent check comes from a generating function. The simplex moments are

⟨Πλ_i^α_i⟩ = 3! Πα_i! / (3 + Σα_i)!

To see this, integrate Πx_i^α_i exp(−Σx_i) over four positive variables, which gives Πα_i!. Setting x = ρλ with ρ = Σx_i, the measure is ρ³ dρ times the measure on a simplex of volume 1/3!, and the ρ integral gives (3 + Σα_i)!. With the multinomial theorem, ⟨ε^m⟩ = 3! m!/(m+3)! times the sum of all monomials of degree m in the e_i. That sum is the z^m coefficient of Π1/(1 − z e_j), whose partial fractions Σ_i [e_i³/Π_{j≠i}(e_i − e_j)]/(1 − z e_i) give Σ_i e_i^(m+3)/Π_{j≠i}(e_i − e_j). Hence ⟨ψ‴(ε)⟩ = 3! Σ_i ψ(e_i)/Π_{j≠i}(e_i − e_j) for ψ = x^(m+3). For degree below 3 both sides vanish, the right side being the cubic coefficient of the polynomial through four points. The identity therefore holds for polynomials and, by approximation, for continuous ψ‴. The choice ψ = −(μ−x)₊⁴/24 has ψ‴ = (μ−x)₊, and reversing three differences absorbs the sign:

Φ = ⟨(μ − ε)₊⟩ = ¼ Σ_i (μ − e_i)₊⁴ / Π_{j≠i}(e_j − e_i)

Since ∂ε/∂e_i = λ_i, w_i = −∂Φ/∂e_i and w′_i = −∂²Φ/∂e_i∂μ. The program tests all three cases against these derivatives to 10⁻¹². The formula for Φ is singular for equal corners and serves only as a check.

## Pull-back

Let W_c be the ten weights of child c, normalised to the child's volume, so that the child's average is W_c·F_c with F_c = Q_c F. The parent's average is the mean over eight equal volumes:

(1/8) Σ_c W_c·(Q_c F) = [(1/8) Σ_c Q_cᵀ W_c]·F

The bracket is the parent's weight vector. At the last level the children are leaves, and Q_c is replaced by the 4×10 matrix S_c that selects the child's four vertices. At the top, each of the 6(N/2)³ tetrahedra adds its ten weights, divided by that number, to its grid points.

The steps above are identities, so Σ_k w_k F_k equals the linear tetrahedron integral on the Kuhn mesh of spacing h_n, with ε̃ and F̃ as vertex data, and F is never interpolated in practice. The program tests this on random ε and F at N = 4, n = 3 against a fine mesh built by direct evaluation, with no Q and no recursion; both routes give −0.0000331299 for the θ sum and −0.0453040692 for the δ sum.

Three properties pass from the leaves to the grid. The Q_c do not depend on μ, so w′_k = dw_k/dμ. The rows of Q_c sum to 1, so Σ_k w_k is the filling of the fine linear mesh, a non-decreasing function of μ with slope Σ_k w′_k ≥ 0; bisection or safeguarded Newton iteration for μ is therefore well posed even though single weights may be negative. And the chain rule through the Q_c, which is the same transposed product, gives w_k = −∂Φ_n/∂ε_k for the zone average Φ_n of (μ − ε)₊ on the fine mesh.

## A completely filled tetrahedron

If a tetrahedron lies wholly below μ, its weights are those of the composite vertex rule applied to a quadratic, and they have a closed form. The moments above give ⟨λ_i⟩ = ¼, ⟨λ_i²⟩ = 1/10 and ⟨λ_iλ_j⟩ = 1/20, so ⟨φ_i⟩ = 2/10 − ¼ = −1/20 and ⟨φ_ij⟩ = 1/5. For a quadratic with Hessian H and an edge vector e from i to j, Taylor expansion from the midpoint in the directions ±e/2 gives q_i + q_j = 2q_ij + eᵀHe/4, that is

D_ij ≡ eᵀHe = 4(q_i + q_j − 2q_ij)

Insert q_ij = (q_i + q_j)/2 − D_ij/8 in the exact mean. Each vertex lies on three edges and collects −1/20 + (1/5)(3/2) = ¼, so

vertex mean − true mean = S/40,  S = Σ_edges D_ij

For a Kuhn tetrahedron with steps a, b, c the six edges are a, b, c, a+b, b+c, a+b+c. Write D_x = xᵀHx and H_ab = aᵀHb, and define

C = D_a + D_b + D_c + D_{a+b+c} = 2(D_a + D_b + D_c) + 2(H_ab + H_bc + H_ac)

The three pair terms add up to the same quantity: D_{a+b} + D_{b+c} + D_{a+c} = 2(D_a + D_b + D_c) + 2(H_ab + H_bc + H_ac) = C. Therefore S = C + D_{a+b} + D_{b+c} = 2C − D_{a+c}. The edge sum depends on the ordering only through the middle step, by way of the one pair that excludes it.

In the table of children the middle step stays b four times and becomes a twice and c twice. The fraction p of descendants with middle step b obeys p → ½p + ¼(1 − p) = ¼ + ¼p, with fixed point 1/3 and p = 1 at depth 0. With τ = 4⁻ⁿ, p = 1/3 + 2τ/3, and a and c share the rest, (1 − τ)/3 each. Leaf edges are shorter by 2⁻ⁿ, so each D scales by τ. With a, b, c now the parent's full steps, the mean edge sum over the leaves is

S̄ = τ{2C − (1/3 + 2τ/3)D_{a+c} − [(1−τ)/3](C − D_{a+c})} = τ{5C/3 − τ(D_{a+c} − C/3)}

Now express this in node values. C = D_01 + D_12 + D_23 + D_03, a closed cycle that touches each vertex twice, so C has coefficient 8 on each vertex and −8 on the nodes 01, 12, 23, 03. D_{a+c} = C − D_02 − D_13 has 4 on each vertex, −8 on the cycle nodes and +8 on 02 and 13. So D_{a+c} − C/3 has 4/3, −16/3 and 8. Adding S̄/40 to the exact mean,

vertex: W_v = −1/20 + τ/3 − τ²/30
nodes 01, 12, 23, 03: W_c = 1/5 − τ/3 + 2τ²/15
nodes 02, 13: W_g = 1/5 − τ²/5

At τ = 1 these are ¼, 0, 0, the plain vertex rule. At n = 1 they are 0.031250, 0.125000 and 0.187500, at n = 2 the vertex weight is already −0.029297, and at n = 4 it is −0.048698. The program tests the formulas against unpruned recursion for n = 1 to 4.

On the grid, a tetrahedron has the volume of 8/6 cells. A block contains one point with all coordinates even, three with one odd coordinate, three with two and one with three. The six tetrahedra supply 24 vertex slots to the first class, 18 slots (01, 12, 23) to the second, 12 slots (02, 13) to the third and 6 slots (03) to the fourth, shared equally within a class by the permutation symmetry. In units of the uniform weight 1/N³ the class weights are

24·(4/3)W_v = 32W_v,  6·(4/3)W_c = 8W_c,  4·(4/3)W_g = 16W_g/3,  8W_c

All four equal 1 at n = 1. At n = 4 they are −1.5583, 1.5896, 1.0667 and 1.5896, on the way to −8/5, 8/5, 16/15 and 8/5. The interior of a Fermi sea carries this pattern, which accounts for the minimum weight −1.590 at n = 5 in the opening example.

The pattern has a price for a filled band. Take F = cos(N k_x a/2), which is (−1)^j on the j-th grid plane and has zero true average. The signs are + for the even point, (−,+,+) for the second class, (−,−,+) for the third and − for the last, so the sum is (32W_v + 8W_c − 16W_g/3 − 8W_c)/8 = 4W_v − 2W_g/3. The τ² terms cancel and

alias = −1/3 + 4τ/3

which is 0, −0.25, −0.3125 and −0.328 for n = 1 to 4, as tested. The uniform rule first aliases at wavenumber N; the hybrid rule is a combination of eight uniform rules on grids of N/2 points and aliases at N/2. A band wholly below μ should be given uniform weights. For partly filled bands, averaging the weights over the eight choices of block origin makes the interior uniform again, since each point then visits each of the eight positions once and their weights sum to 8; this costs eight runs and is not exercised in the program.

## Pruning

Replace the 1 in φ_i by Σλ: φ_i = λ_i(2λ_i − Σ_jλ_j) = λ_i² − Σ_{j≠i}λ_iλ_j. Collecting terms,

q = Σ_i b_i λ_i² + Σ_{i<j} b_ij 2λ_iλ_j,  b_i = q_i,  b_ij = 2q_ij − (q_i + q_j)/2

The factors λ_i² and 2λ_iλ_j are non-negative and sum to (Σλ)² = 1, so q is a weighted mean of these Bernstein coefficients and min b ≤ q ≤ max b on the whole tetrahedron. If max b < μ, every descendant is full and the closed form applies with n set to the remaining depth. If min b ≥ μ, all weights vanish. Neither shortcut changes the result, and the random-data test above runs with pruning on.

The range of the node values is not a valid substitute, because a quadratic can dip below all ten of them. The program tests a spherical pocket ε = |k − k0|²/2 with μ = 0.02, centred between nodes of spacing ½, in model units. The lowest node energy is 0.0817, the linear method returns zero, and depth 6 returns a volume 0.03336 against the exact 0.03351. The recovery is possible because this band is exactly quadratic; for a general band a pocket smaller than h is only as good as the interpolant.

## Pseudocode

    setup: CHILD table, Q_c (10×10), S_c (4×10), Bernstein matrix B

    function HYBRID(e[10], μ, m):        # m = remaining depth ≥ 1
        b = B e
        if max(b) < μ:   return FILLED(m), 0
        if min(b) ≥ μ:   return 0, 0
        w = 0; w′ = 0
        for c = 1..8:
            if m = 1:
                (x, x′) = LINEAR(S_c e, μ)   # sort, three cases, unsort
                w += S_cᵀ x / 8;  w′ += S_cᵀ x′ / 8
            else:
                (x, x′) = HYBRID(Q_c e, μ, m − 1)
                w += Q_cᵀ x / 8;  w′ += Q_cᵀ x′ / 8
        return w, w′

    for each band:
        if the band is wholly below μ: uniform weights 1/N³; continue
        for each block and each of the six axis orderings:
            idx[10] = grid indices of the nodes, modulo N
            (w, w′) = HYBRID(ε[idx], μ, n)
            weight[idx] += w / (6 (N/2)³);  likewise w′

For N ≥ 4 the ten indices are distinct, but different tetrahedra write to the same point, so a parallel scatter must accumulate. With symmetry-reduced data, unfold ε to the full grid, compute the weights, and sum them over each star; this is exact for an F that is invariant under the group.

## Cost

Only tetrahedra whose Bernstein range contains μ are opened. Since b_ij − q_ij = −D_ij/8 is second order in the edge length, while the energy range across a tetrahedron is first order where ∇ε ≠ 0, the opened tetrahedra lie in a shell a few cells thick around the Fermi surface. Their number scales as area/h_n², a factor 4 per level instead of 8, and the levels above the last add a geometric series 1/4 + 1/16 + … = 1/3 of it. In the example the leaves evaluated number 4320, 16512, 66528, 264576 and 1056576 for n = 1 to 5. The last ratio is 3.993 (tested to lie between 3.3 and 4.6), and the last count is about 1% of the 100663296 leaves of the unpruned tree. An opened tetrahedron above the last level costs one 10×10 product for the bounds, one 80×10 product down and one up per weight set. Depth-first recursion stores of order 80n numbers; a level-by-level vectorised version stores all opened tetrahedra. No band energy is computed beyond the N³ originals, and the cost is paid once for any number of functions F.

This part has built the θ and δ weights of the recursive hybrid scheme, explained the negative weights inside a filled region, and shown how pruning limits the cost to about a factor of 4 per level. What remains is the error from finite depth, the floor set by the quadratic interpolant, the worked example that traces both, and the failure modes.
